# Why a Hahn echo protects a defect spin from slow noise

## The size of the effect

Take a defect spin in a magnetic field that fluctuates along the spin's axis by 20 µT rms, with a correlation time of 25 µs. Left alone, the spin loses its coherence to $1/e$ in 0.40 µs. One $\pi$ pulse at the middle of the waiting time extends this to 2.93 µs, a factor of 7.3. The pulse neither weakens the noise nor shields the spin. At a total time of 2.93 µs the same noise would reduce the coherence without the pulse to $e^{-51}$, instead of $e^{-1}$.

The pulse changes which frequencies of the noise can build up a phase. Free decay is most sensitive at zero frequency, where the echo is blind, and this noise has most of its strength at low frequency.

## From the pulse to a filter

Use atomic units, $\hbar=1$, and the frame rotating at the mean splitting. The Hamiltonian is

$$H=\tfrac12\beta(t)\,\sigma_z ,$$

where $\beta$ is the fluctuation of the splitting. For an electron spin 20 µT corresponds to an rms value $b=3.52$ rad/µs, or $2.3\times10^{-9}$ eV. The noise is taken as classical, stationary and Gaussian with zero mean, and the pulses as ideal.

A first pulse prepares equal amplitudes of the two levels. During free evolution the upper amplitude gains the factor $e^{-i\phi/2}$ and the lower one $e^{+i\phi/2}$, with $\phi=\int\beta\,dt$. The coherence is the upper amplitude times the conjugate of the lower one, so it gains $e^{-i\phi}$.

In an echo of total time $T$, let $\phi_1$ and $\phi_2$ be the integrals of $\beta$ over the first and second halves. After the first half the coherence carries $e^{-i\phi_1}$. The $\pi$ pulse, taken about the $x$ axis (another axis in the plane only adds a fixed phase), exchanges the amplitudes, apart from a common factor that drops out, and so turns the coherence into its conjugate, with $e^{+i\phi_1}$. The second half multiplies this by $e^{-i\phi_2}$. The result is $e^{i(\phi_1-\phi_2)}$: the halves are subtracted.

Both sequences are covered by

$$\phi=\int_0^T y(t)\beta(t)\,dt .$$

For free decay $y=1$ throughout; for the echo $y=+1$ before the pulse and $-1$ after it. The overall sign of $\phi$ does not matter after averaging over symmetric noise.

Two simple cases show what is cancelled. A constant $\beta$ gives $\phi_1=\phi_2$ and no echo phase, even if the constant differs from run to run. A steady drift $\beta=\beta_0+vt$ gives

$$\phi_1-\phi_2=v\left[\frac{T^2}{8}-\left(\frac{T^2}{2}-\frac{T^2}{8}\right)\right]=-\frac{vT^2}{4}.$$

The echo therefore responds to the change of the field during the sequence, and not to its value.

Since $\phi$ is linear in Gaussian noise, it is itself Gaussian, and the mean coherence is

$$W=\langle e^{i\phi}\rangle=e^{-\chi},\qquad \chi=\tfrac12\langle\phi^2\rangle .$$

Write the correlation function as $C(t)=\langle\beta(t)\beta(0)\rangle=\int\frac{d\omega}{2\pi}S(\omega)e^{-i\omega t}$, where $S$ is the spectrum. Then

$$\langle\phi^2\rangle=\int_0^T\!\!\int_0^T y(t)y(t')C(t-t')\,dt\,dt' ,$$

and the two time integrals separate, giving

$$\chi=\frac12\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,S(\omega)|Y(\omega)|^2,\qquad Y(\omega)=\int_0^T y(t)e^{i\omega t}dt .$$

The noise enters through $S$ and the pulse sequence through the filter function $|Y|^2$.

## The two filters compared

For free decay,

$$Y=\frac{e^{i\omega T}-1}{i\omega},\qquad |Y_{\rm FID}|^2=\frac{4\sin^2(\omega T/2)}{\omega^2},$$

because $|e^{i\theta}-1|^2=4\sin^2(\theta/2)$. For the echo,

$$Y=\frac{(e^{i\omega T/2}-1)-(e^{i\omega T}-e^{i\omega T/2})}{i\omega}
=-\frac{(1-e^{i\omega T/2})^2}{i\omega}.$$

The same identity with $\theta=\omega T/2$, squared, gives

$$|Y_{\rm echo}|^2=\frac{16\sin^4(\omega T/4)}{\omega^2}.$$

At low frequency, $\omega T\ll1$, each sine may be replaced by its argument:

$$|Y_{\rm FID}|^2\to T^2,\qquad |Y_{\rm echo}|^2\to\frac{\omega^2T^4}{16}.$$

Free decay has its full response at zero frequency. The echo has none, because $Y(0)=\int y\,dt=0$, and its filter starts as $\omega^2$.

The comparison can be made at any frequency. Since $\sin(\omega T/2)=2\sin(\omega T/4)\cos(\omega T/4)$,

$$\frac{|Y_{\rm echo}|^2}{|Y_{\rm FID}|^2}
=\frac{16\sin^4(\omega T/4)}{16\sin^2(\omega T/4)\cos^2(\omega T/4)}
=\tan^2\!\left(\frac{\omega T}{4}\right).$$

At equal total time the echo is the less sensitive sequence for all $\omega T<\pi$, that is, for frequencies $f<1/(2T)$. For $T=2.93$ µs this limit lies at 170 kHz:

- At 10 kHz the filters are 8.59 µs² for free decay and 0.018 µs² for the echo, a suppression by 470.
- At 100 kHz they are 6.43 and 1.59 µs², a suppression by only 4.
- At 170 kHz both are 3.49 µs².
- At 341 kHz, where $f=1/T$, free decay has a zero and the echo still has 3.49 µs².

In the last case the tone completes one period during the sequence. Its integral vanishes in free decay, but the echo reverses the sign halfway, so the two half-periods can add. An echo makes the spin more sensitive to such a tone.

This exchange is unavoidable. By Parseval's theorem,

$$\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}|Y(\omega)|^2=\int_0^T y^2\,dt=T$$

for both sequences, since $y^2=1$. The sensitivity removed at low frequency reappears at higher frequency. For white noise, $S=S_0$, both sequences give $\chi=S_0T/2$, and the echo brings no benefit.

## How much coherence time is gained

**Smooth slow noise.** If both $S$ and $\omega^2S$ have practically all their area at $\omega T\ll1$, the low-frequency filters may be used under the integral. The second condition is the stricter one, and the echo needs it. With $\int\frac{d\omega}{2\pi}S=\langle\beta^2\rangle$ and $\int\frac{d\omega}{2\pi}\omega^2S=\langle\dot\beta^2\rangle$,

$$\chi_{\rm FID}\approx\frac{\langle\beta^2\rangle T^2}{2},\qquad
\chi_{\rm echo}\approx\frac{\langle\dot\beta^2\rangle T^4}{32}.$$

The second result agrees with the phase $vT^2/4$ found for a drift: half its square is $v^2T^4/32$.

**Noise made of sudden jumps.** The field of a bath of many independently flipping spins can be modelled by $C(t)=b^2e^{-|t|/\tau}$, as in the opening example. Its spectrum is

$$S(\omega)=\frac{2b^2\tau}{1+\omega^2\tau^2},$$

which falls only as $1/\omega^2$. The integral for $\langle\dot\beta^2\rangle$ diverges, so the $T^4$ law does not apply, however slow the noise. The time integrals give the correct law. Define

$$G(L)=\int_0^L\!dt\int_0^t\!dt'\,C(t-t')
=b^2\tau\int_0^L(1-e^{-t/\tau})\,dt
=b^2\tau^2\left(\frac L\tau-1+e^{-L/\tau}\right).$$

This is half the mean square phase gathered in a time $L$, so $\chi_{\rm FID}=G(T)$. For the echo, use

$$\langle(\phi_1-\phi_2)^2\rangle=2\langle\phi_1^2\rangle+2\langle\phi_2^2\rangle-\langle(\phi_1+\phi_2)^2\rangle .$$

Each half has $\langle\phi_{1,2}^2\rangle=2G(T/2)$, and the sum has $2G(T)$. The right side is $8G(T/2)-2G(T)$, and half of it is

$$\chi_{\rm echo}=4G(T/2)-G(T).$$

With $x=T/\tau$,

$$\chi_{\rm FID}=b^2\tau^2(x-1+e^{-x}),\qquad
\chi_{\rm echo}=b^2\tau^2(x-3+4e^{-x/2}-e^{-x}).$$

For slow noise, $x\ll1$, expand $G(T)=b^2\tau^2(x^2/2-x^3/6+\dots)$. Then $4G(T/2)=b^2\tau^2(x^2/2-x^3/12+\dots)$. The quadratic terms, which describe a static field, cancel in the echo, and the cubic terms leave $x^3/6-x^3/12=x^3/12$:

$$\chi_{\rm FID}\approx\frac{b^2T^2}{2},\qquad \chi_{\rm echo}\approx\frac{b^2T^3}{12\tau}.$$

Setting each exponent to one gives

$$T_{\rm FID}\approx\frac{\sqrt2}{b}=\frac{1.414}{3.52}=0.40\ \text{µs},\qquad
T_{\rm echo}\approx\left(\frac{12\tau}{b^2}\right)^{1/3}=\left(\frac{300}{12.4}\right)^{1/3}=2.89\ \text{µs}.$$

Solving the full expressions numerically gives 0.403 and 2.93 µs.

Numerical integration over frequency shows where the remaining echo decay originates. At $T=2.93$ µs, the range $\omega T<1$ supplies 96% of $\chi_{\rm FID}$ but 20% of $\chi_{\rm echo}$. Even the whole range $\omega T<\pi$ supplies only 64% of $\chi_{\rm echo}$. The echo has removed most of the slow part and is limited by the high-frequency tail of the same noise.

The tail matters in practice. If the correlation is instead smooth, $C=b^2e^{-t^2/(2\tau^2)}$ with the same $b$ and $\tau$, then $\langle\dot\beta^2\rangle=b^2/\tau^2$ and the $T^4$ law gives $T_{\rm echo}\approx(32\tau^2/b^2)^{1/4}=6.3$ µs. Numerical solution with the full time integral gives 6.35 µs, more than twice the value for jumps. An rms field and a correlation time alone do not fix the echo time.

**From fast to slow noise.** With $b$ held at 3.52 rad/µs and the exponential correlation kept, the $1/e$ times are:

| $\tau$ (µs) | free decay (µs) | echo (µs) | gain |
|---|---|---|---|
| 0.01 | 8.07 | 8.09 | 1.00 |
| 0.1 | 0.91 | 1.10 | 1.22 |
| 1 | 0.43 | 1.13 | 2.63 |
| 25 | 0.40 | 2.93 | 7.29 |
| 1000 | 0.40 | 9.90 | 24.7 |

For very fast noise, $x\gg1$, the exponentials vanish and both exponents approach $b^2\tau T$, the white-noise result with $S_0=2b^2\tau$. Both times are then long because the field reverses before much phase builds up, and the echo adds almost nothing. For slow noise the free-decay time no longer depends on $\tau$, while the echo time grows as $\tau^{1/3}$. The gain rises down the table, but the echo time itself first falls and then rises. A long echo time alone is therefore no proof that the noise is slow; the comparison with free decay is needed.

## The model beside a real defect

The parameters are round values in the regime of a nitrogen-vacancy centre in nitrogen-rich diamond at 300 K, where the spins of nitrogen impurities produce much of the noise. Free-decay times of some tenths of a microsecond and echo times of a few microseconds are the right rough size for such material. One assumption that can fail for a single centre is that of Gaussian noise, because a few nearby impurities may dominate. Suppose the field comes from $N$ equal, independent sources that jump between two values, with the total $b$ and $\tau$ unchanged. Solving the rate equations for the average phase factor at 2.93 µs gives an echo coherence of 0.94 for $N=1$, 0.55 for $N=10$ and 0.39 for $N=100$, against 0.37 for Gaussian noise. The reason is plain for one source. It flips at the rate $1/(2\tau)$, so it stays put throughout the sequence with probability $e^{-2.93/50}=0.94$, and the echo then cancels its field completely. Real couplings are unequal and fall as $1/r^3$. For randomly placed impurities that flip independently at this rate, scaled to the same $b$, the nearest few usually dominate, and the echo coherence at 2.93 µs has a median near 0.76, with most configurations between 0.6 and 0.9. Within this picture the Gaussian value is the exception for a single centre.

Of the other effects estimated here, the first changes the free decay strongly and the second can change the echo as much as having only ten sources does:

- **The centre's own nitrogen nucleus.** It was assumed to be in one state. If its three states are equally likely, with lines $\nu\approx2.2$ MHz apart, the free-decay signal is multiplied by $(1+2\cos2\pi\nu t)/3$. At 0.403 µs this is 0.84 (0.79 if $\nu=2.16$ MHz), but only because that time is close to a full beat period, 0.45 µs. At half a period, 0.23 µs, the factor is $-1/3$, and the signal first falls to $1/e$ at about 0.11 µs. An ideal echo cancels this shift as long as the nucleus keeps its state.
- **Carbon-13 nuclei.** For a rough rms field of 2 µT, treated as extra Gaussian noise, the largest value of the echo filter bounds the addition to $\chi$ by 0.28, whatever the spectrum. The bound grows as the square of the field, and 2 µT is at the low end: point-dipole couplings at natural abundance give a typical total of 4 to 6 µT, depending on how the nearest sites are treated. At a bias of 10 mT the nuclei then multiply the echo at 2.93 µs by about 0.7 to 0.8 for a typical centre, and by less than 0.45 to 0.65 for one centre in ten.
- **Pulse errors.** A 30 ns $\pi$ pulse fails to flip the spin with probability 0.001 at a detuning $b$, and 0.017 at a detuning of 2.2 MHz.
- **Spin-lattice relaxation.** With a rough relaxation time of 5 ms, the echo time is only 0.0006 of it.
- **Transverse field.** Diagonalizing the spin-one Hamiltonian at a bias of 10 mT along the axis shows that a static transverse field of 20 µT adds a phase of 0.003 rad in 2.93 µs of free evolution. This relies on alignment: with the bias tilted by 1° the phase is about 0.06 rad. An ideal echo cancels this static shift.

## What to do with this

**Measure both decays.** A large ratio of echo to free-decay time shows that the free decay is dominated by fields that hardly change during a sequence, including static differences between runs. A ratio near one points to noise that changes appreciably during the decay, or to relaxation between the two levels, which an echo does not undo. If the noise is Gaussian, slow and exponentially correlated, the two times also yield its parameters: $b=\sqrt2/T_{\rm FID}$ and $\tau=b^2T_{\rm echo}^3/12$. The second overestimates $\tau$ by 4% in the worked example and by 30% for the row with $\tau=1$ µs. With few sources or unresolved hyperfine lines these formulas mislead.

**Compare the noise with $1/(2T)$.** The echo is the safer choice when all the noise that matters lies below this frequency. A majority is not always enough: if it lies only just below the limit, where the two filters are nearly equal, a smaller part near $1/T$, where free decay has a zero, can reverse the choice. Lengthening $T$ lowers the limit, so protection at one waiting time does not guarantee it at a longer one.

**Place known interference at a zero.** The echo filter vanishes when $\omega T/4$ is a nonzero multiple of $\pi$, that is, at $T=2/f,\,4/f,\dots$ for a tone of frequency $f$. This helps if the tone is stable and the coherence lasts that long. The choices $T=1/f,\,3/f,\dots$ give the largest echo response to the tone and should be avoided, although they are zeros of free decay.

**Match the sequence to the signal.** The cancellation does not distinguish noise from signal. A constant field to be measured disappears from the echo phase along with the slow noise. An echo suits a signal that alternates near $f=1/T$ in step with the pulses; a constant field calls for free decay, with its shorter coherence time.

All numerical values are calculated from the stated model.
